# Mean-field ordering temperature, Néel hyperbola and compensation point of a ferrimagnet: a numerical check

```python
# Mean-field Heisenberg model, H = -sum_pairs J_ij Si.Sj - muB B sum g_i Sz_i, energies in K.
# Sublattice a: n_a sites per cell, spin S_a, g_a; J_ab = summed coupling of one a site to b;
# c_a = S_a(S_a+1)/3, M_ab = sqrt(c_a c_b n_a/n_b) J_ab, v_a = g_a sqrt(n_a c_a), C = |v|^2.
# Under test: Tc = algebraically largest eigenvalue of M;
# 1/chi = (T-thp)/C - s^2/(C (T-thq)), thp, thq, s = elements of M in the basis v, perp(v);
# compensation: fB(b y) = rho fA(a y), T = fA(a y)/y, f = S*Brillouin, y = mA/T,
# rho = nA gA/(nB gB), a = JAA + rho|JAB|, b = |JBA| + rho JBB.
import itertools
import numpy as np
import sympy as sp
from scipy import constants as pc
from scipy.linalg import expm
from scipy.optimize import brentq

muB = pc.physical_constants['Bohr magneton'][0]
muB_K = muB / pc.k
unit_SI = pc.mu_0 * pc.N_A * muB**2 / pc.k      # m^3 K/mol
unit_cgs = unit_SI / (4e-6 * np.pi)             # emu K/mol
rng = np.random.default_rng(7)
cw = lambda S: S * (S + 1) / 3
kap = lambda S: S * (S + 1) * (2 * S * S + 2 * S + 1) / 90
brill = lambda S, x: (S + .5) / np.tanh((S + .5) * x) - .5 / np.tanh(x / 2)

def boltz(S):
    """explicit level sums: x -> (<Sz>, ln(Z/(2S+1))) for an array of spins"""
    S = np.asarray(S, float)
    k = np.arange(int(2 * S.max()) + 1)
    mask = k[None, :] <= 2 * S[:, None] + 1e-9
    lev = np.where(mask, k[None, :] - S[:, None], 0.0)
    def fn(x):
        sh = S * np.abs(x)
        wt = mask * np.exp(lev * x[:, None] - sh[:, None])
        Z = wt.sum(1)
        return (lev * wt).sum(1) / Z, np.log(Z / (2 * S + 1)) + sh
    return fn

def Mmat(n, S, J):
    c = cw(S)
    return np.sqrt(np.outer(c * n, c / n)) * J

def free(X, T, n, J, fn):
    r = np.linalg.norm(X, axis=1)
    f, lz = fn(r)
    m = X * (f / (r + 1e-300))[:, None]
    return -0.5 * np.sum(n[:, None] * m * (J @ m)) + T * np.sum(n * (r * f - lz)), m

def relax(X, T, n, J, fn, eta, steps):
    for _ in range(steps):
        X = X - eta * (X - J @ free(X, T, n, J, fn)[1] / T)
    return free(X, T, n, J, fn)

def iterate(m, T, J, fn, h=0.0):
    for _ in range(40000):
        new = fn((J @ m + h) / T)[0]
        if np.abs(new - m).max() < 2e-15:
            return new
        m = new
    raise RuntimeError('no convergence')

# single spin: trace over spin matrices, series, concavity
xs = sp.symbols('x')
for S0 in (0.5, 1.0, 2.5, 3.5):
    ms = np.arange(S0, -S0 - .5, -1)
    Sp = np.diag(np.sqrt(S0 * (S0 + 1) - ms[1:] * (ms[1:] + 1)), 1)
    ops = [(Sp + Sp.T) / 2, (Sp - Sp.T) / 2j, np.diag(ms).astype(complex)]
    xv = rng.normal(size=3)
    r = np.linalg.norm(xv)
    dm = expm(sum(a * o for a, o in zip(xv, ops)))
    mv = np.array([np.trace(dm @ o).real for o in ops]) / np.trace(dm).real
    assert np.allclose(mv, brill(S0, r) * xv / r, atol=1e-11)
    lv = [sp.Rational(int(round(2 * q)), 2) for q in ms]
    Zp = sum(q**k * xs**k / sp.factorial(k) for q in lv for k in range(7))
    ser = sp.series(sp.diff(Zp, xs) / Zp, xs, 0, 4).removeO()
    assert abs(float(ser.coeff(xs, 1)) - cw(S0)) < 1e-12
    assert abs(float(ser.coeff(xs, 3)) + kap(S0)) < 1e-12
    for x in np.geomspace(0.01, 20, 40):
        p = np.exp((ms - S0) * x)
        p /= p.sum()
        mean = p @ ms
        assert p @ (ms - mean)**3 < 0 and mean < cw(S0) * x

# random four-sublattice models: instability of F found without using M
def hess_min(T, n, J, fn, h=1e-3):
    N = len(n)
    E = np.eye(N) * h
    F = lambda x: free(x[:, None], T, n, J, fn)[0]
    H = np.array([[F(E[i] + E[j]) - F(E[i] - E[j]) - F(E[j] - E[i]) + F(-E[i] - E[j])
                   for j in range(N)] for i in range(N)]) / (4 * h * h)
    return np.linalg.eigvalsh(H)[0]

need, worst = {True: 2, False: 2}, 0.0
while sum(need.values()):
    n4 = rng.integers(1, 4, 4).astype(float)
    S4 = rng.choice([0.5, 1, 1.5, 2.5], 4)
    K = rng.normal(size=(4, 4)) * 100
    J4 = (K + K.T) / n4[:, None]
    ev = np.linalg.eigvalsh(Mmat(n4, S4, J4))
    top, rad = ev[-1], np.abs(ev).max()
    neg = bool(-ev[0] > 1.2 * top)
    if top < 50 or rad > 3 * top or need[neg] == 0:
        continue
    need[neg] -= 1
    fn4 = boltz(S4)
    Th = brentq(hess_min, 1.0, 1e5, args=(n4, J4, fn4), xtol=1e-8)
    worst = max(worst, abs(Th / top - 1))
    assert abs(Th / top - 1) < 1e-4
    eta = 1 / (1 + rad / top)
    m = relax(2 * rng.normal(size=(4, 3)), 1.03 * top, n4, J4, fn4, eta, 3000)[1]
    assert np.abs(m).max() < 1e-6
    F, m = relax(.05 * rng.normal(size=(4, 3)), 0.97 * top, n4, J4, fn4, eta, 3000)
    assert F < -1e-6 and np.linalg.norm(m) > 0.05

# hyperbola parameters (numerators), shared by symbolic and numerical tests
def neel(v, M):
    CA, CB, R = v[0]**2, v[1]**2, v[0] * v[1]
    return (CA + CB, CA * M[0][0] + CB * M[1][1] + 2 * R * M[0][1],
            CB * M[0][0] + CA * M[1][1] - 2 * R * M[0][1],
            R * (M[1][1] - M[0][0]) + (CA - CB) * M[0][1])

nA, nB, cA, cB, gA, gB, Ts = sp.symbols('nA nB cA cB gA gB T', positive=True)
Ja, Jb, Kx = sp.symbols('Ja Jb K', real=True)
L = sp.Matrix([[Ts - cA * Ja, -cA * Kx / nA], [-cB * Kx / nB, Ts - cB * Jb]])
Dn = L[0, 0] * L[1, 1] - L[0, 1] * L[1, 0]
Nn = (sp.Matrix([[nA * gA, nB * gB]]) * L.adjugate() * sp.Matrix([cA * gA, cB * gB]))[0]
Mo = sp.sqrt(cA * cB / (nA * nB)) * Kx
Cs, Ps, Qs, Ws = [sp.expand(e) for e in neel([gA * sp.sqrt(nA * cA), gB * sp.sqrt(nB * cB)],
                                            [[cA * Ja, Mo], [Mo, cB * Jb]])]
Ps, Qs = Cs * Ts - Ps, Cs * Ts - Qs
assert sp.expand(Dn * Cs**2 * Qs - sp.expand(Nn) * (Ps * Qs - Ws**2)) == 0

# fluorite-type model
n, S, g = np.array([2., 1.]), np.array([1., 3.5]), np.array([2.2, 2.0])
J1, J2, J3 = 100., -12., 0.
Jsum = lambda a, b, c: np.array([[6 * a, 4 * b], [8 * b, 12 * c]])
fn2, fA, fB = boltz(S), boltz(S[:1]), boltz(S[1:])
v = g * np.sqrt(n * cw(S))
posA = [tuple(2 * np.array(q) + 1) for q in itertools.product(range(4), repeat=3)]
posB = [tuple(2 * np.array(q)) for q in itertools.product(range(4), repeat=3) if sum(q) % 2 == 0]
pos = np.array(posA + posB)
isA = np.arange(len(pos)) < len(posA)
d2 = ((((pos[:, None] - pos[None] + 4) % 8) - 4)**2).sum(-1)
Ssite, ones = np.where(isA, S[0], S[1]), np.ones(len(pos))
def Jsite(a, b, c):
    return (a * ((d2 == 4) & np.outer(isA, isA)) + b * (d2 == 3)
            + c * ((d2 == 8) & np.outer(~isA, ~isA)))
top_site = lambda *j: np.linalg.eigvalsh(Mmat(ones, Ssite, Jsite(*j)))[-1]
top2 = lambda *j: np.linalg.eigvalsh(Mmat(n, S, Jsum(*j)))[-1]
for j in ((J1, J2, J3), (J1, -20., 3.)):
    assert abs(top_site(*j) - top2(*j)) < 1e-8
Jaf = np.array([[0, -6 * J1, 4 * J2], [-6 * J1, 0, 4 * J2], [4 * J2, 4 * J2, 12 * J3]])
T3 = np.linalg.eigvalsh(Mmat(np.ones(3), np.array([S[0], S[0], S[1]]), Jaf))[-1]
Taf, Taf2 = top_site(-J1, J2, J3), top2(-J1, J2, J3)
assert abs(Taf - T3) < 1e-8 and Taf > 2 * Taf2

J = Jsum(J1, J2, J3)
M = Mmat(n, S, J)
assert abs(M[0, 1] - M[1, 0]) < 1e-10
lam, vec = np.linalg.eigh(M)
Tc, e = lam[1], vec[:, 1] * np.sign(vec[0, 1])
C, thp, thq, s = neel(v, M)
thp, thq, s = thp / C, thq / C, s / C
w = (v @ vec)**2 / C
assert abs(thp - w @ lam) < 1e-9 and abs(thq - w @ lam[::-1]) < 1e-9
assert abs(s * s - w[0] * w[1] * (lam[1] - lam[0])**2) < 1e-7

# nonlinear branch at fixed small mA: Tc and the onset amplitude
def branch(mA):
    def mB(T):
        return brentq(lambda b: b - fB(np.array([(J[1, 0] * mA + J[1, 1] * b) / T]))[0][0],
                      -S[1], 0, xtol=1e-15, rtol=1e-14)
    res = lambda T: fA(np.array([(J[0, 0] * mA + J[0, 1] * mB(T)) / T]))[0][0] - mA
    T = brentq(res, 20, 5000, xtol=1e-12, rtol=1e-14)
    return T, mB(T)
(Ta, mBa), (Tb, _) = branch(0.01), branch(0.02)
Tc_nl = (4 * Ta - Tb) / 3
assert abs(Tc_nl - Tc) < 1e-3
quart = np.sum(kap(S) * e**4 / (cw(S)**2 * n))
amp = (v @ e) / np.sqrt(quart)
mu_a = n[0] * g[0] * 0.01 + n[1] * g[1] * mBa
assert abs(mu_a / np.sqrt((Tc - Ta) / Ta) / amp - 1) < 1e-3

def chi_num(T, Jm, B=1e-3):      # in muB^2/kB per cell, nonlinear equations in a small field
    return (n * g) @ iterate(np.zeros(2), T, Jm, fn2, g * muB_K * B) / (muB_K * B)
ordered = lambda T, Jm: iterate(S * np.array([1, -1]), T, Jm, fn2)

def comp_roots(Jm, rho):
    a, b = Jm[0, 0] + rho * abs(Jm[0, 1]), abs(Jm[1, 0]) + rho * Jm[1, 1]
    G = lambda y: brill(S[1], b * y) - rho * brill(S[0], a * y)
    ys = np.geomspace(1e-5, 0.3, 400)
    Gs = G(ys)
    out = [brentq(G, ys[i], ys[i + 1], xtol=1e-15) for i in range(399) if Gs[i] * Gs[i + 1] < 0]
    return [(brill(S[0], a * y) / y, y) for y in out], a, b

def direct_zeros(Jm, wt, Tmax):
    Tg = np.linspace(5, 0.985 * Tmax, 40)
    mu = np.array([wt @ ordered(T, Jm) for T in Tg])
    return [brentq(lambda T: wt @ ordered(T, Jm), Tg[i], Tg[i + 1], xtol=1e-9)
            for i in range(39) if mu[i] * mu[i + 1] < 0]

rho = n[0] * g[0] / (n[1] * g[1])
rM, a, b = comp_roots(J, rho)
rL = comp_roots(J, n[0] / n[1])[0]
dM, dL = direct_zeros(J, n * g, Tc), direct_zeros(J, n, Tc)
assert len(rM) == len(dM) == len(rL) == len(dL) == 1
assert abs(rM[0][0] - dM[0]) < 1e-6 and abs(rL[0][0] - dL[0]) < 1e-6 and dL[0] > dM[0]
Tcomp = rM[0][0]
Jx = Jsum(80., -15., 1.5)        # case with nonzero B-B exchange
rx, dx = comp_roots(Jx, rho)[0], direct_zeros(Jx, n * g, top2(80., -15., 1.5))
assert len(rx) == len(dx) == 1 and abs(rx[0][0] - dx[0]) < 1e-6
signs = set()
for _ in range(200):             # slope of G at zero versus dominant sublattice at Tc
    Jr = Jsum(rng.uniform(0, 150), -rng.uniform(1, 50), rng.uniform(0, 5))
    er = np.linalg.eigh(Mmat(n, S, Jr))[1][:, 1]
    sl = cw(S[1]) * (-Jr[1, 0] + rho * Jr[1, 1]) - rho * cw(S[0]) * (Jr[0, 0] - rho * Jr[0, 1])
    assert (sl < 0) == (v @ er * np.sign(er[0]) > 0)
    signs.add(bool(sl < 0))
assert len(signs) == 2
# vector spins on the cluster relax to the collinear two-sublattice state
mc = relax(1e-3 * rng.normal(size=(len(pos), 3)), 200., ones, Jsite(J1, J2, J3),
           boltz(Ssite), 0.5, 1500)[1]
m200 = ordered(200., J)
axis = mc[0] / np.linalg.norm(mc[0])
assert np.allclose(mc, np.outer(np.where(isA, m200[0], m200[1]), axis), atol=1e-7)
# critical J2 where s = 0
J2c = -v[0] * v[1] * (M[1, 1] - M[0, 0]) / (v[0]**2 - v[1]**2) / (M[0, 1] / J2)
Jc, Tcc = Jsum(J1, J2c, J3), top2(J1, J2c, J3)
thc = neel(v, Mmat(n, S, Jc))[1] / C
assert abs(chi_num(1.01 * Tcc, Jc) * (1.01 * Tcc - thc) / C - 1) < 1e-5
r30, T30 = comp_roots(Jsum(J1, -30., J3), rho)[0], top2(J1, -30., J3)
assert len(r30) == 1 and 0.95 < r30[0][0] / T30 < 1
J35, T35 = Jsum(J1, -35., J3), top2(J1, -35., J3)
assert not comp_roots(J35, rho)[0] and not direct_zeros(J35, n * g, T35)

Cm = C * unit_cgs
print(f"A: n={n[0]:.0f} S={S[0]} g={g[0]};  B: n={n[1]:.0f} S={S[1]} g={g[1]}")
print(f"bonds J1={J1} K J2={J2} K J3={J3} K")
print(f"J_AA={J[0,0]:.1f} J_AB={J[0,1]:.1f} J_BA={J[1,0]:.1f} J_BB={J[1,1]:.1f} K")
print(f"cA={cw(S[0]):.5f} cB={cw(S[1]):.5f} kapA={kap(S[0]):.5f} kapB={kap(S[1]):.5f}")
print(f"M_AA={M[0,0]:.3f} M_AB={M[0,1]:.3f} M_BB={M[1,1]:.3f} K")
print(f"lambda+ = Tc = {Tc:.3f} K = {Tc*pc.k/pc.e*1e3:.3f} meV; lambda- = {lam[0]:.3f} K")
print(f"Tc from nonlinear branch = {Tc_nl:.3f} K; cluster ({len(pos)} sites) = {top_site(J1,J2,J3):.3f} K")
print(f"largest eigenvalue of bare J = {np.linalg.eigvals(J).real.max():.3f} K")
print(f"random models: worst relative Tc error (Hessian) = {worst:.1e}")
print(f"e+ = ({e[0]:.5f}, {e[1]:.5f}); mB/mA at Tc = {e[1]/e[0]*np.sqrt(cw(S[1])*n[0]/(cw(S[0])*n[1])):.5f}")
print(f"vA={v[0]:.5f} vB={v[1]:.5f} CA={v[0]**2:.5f} CB={v[1]**2:.5f} C={C:.5f} (muB^2/kB)")
print(f"v.e+ = {v@e:.5f}; w+ = {w[1]:.5f}; w- = {w[0]:.5f}")
print(f"N_A muB^2/kB = {unit_cgs:.5f} emu K/mol")
print(f"C = {Cm:.4f} emu K/mol = {C*unit_SI:.4e} m^3 K/mol")
print(f"theta_p = {thp:.3f} K; theta' = {thq:.3f} K; s = {s:.3f} K; s^2 = {s*s:.1f} K^2")
print(f"1/chi0 = {-thp/Cm:.4f} mol/emu; sigma = {s*s/Cm:.2f} K mol/emu")
print("T(K)  1/chi numeric, hyperbola, asymptote (mol/emu), tangent intercept (K)")
for T in (450., 500., 600., 800., 1000.):
    y = ((T - thp) - s * s / (T - thq)) / C
    yn = 1 / chi_num(T, J)
    assert abs(yn / y - 1) < 1e-5
    icpt = T - y * C / (1 + s * s / (T - thq)**2)
    slope = (1 / chi_num(T + .25, J) - 1 / chi_num(T - .25, J)) / .5
    assert abs(T - yn / slope - icpt) < 0.05
    print(f"{T:6.0f} {yn/unit_cgs:9.4f} {y/unit_cgs:9.4f} {(T-thp)/Cm:9.4f} {icpt:9.2f}")
print(f"T=0 moments: A {n[0]*g[0]*S[0]:.2f}, B {n[1]*g[1]*S[1]:.2f}, net {(n*g)@(S*[1,-1]):.2f} muB/cell")
print(f"quartic sum = {quart:.5f}; mu = {amp:.4f} sqrt((Tc-T)/T) muB/cell near Tc")
print("T(K)  mA  mB  net moment (muB/cell)")
for T in (50., 100., 150., 200., 250., 300., 350., 400., 430.):
    m = ordered(T, J)
    print(f"{T:6.0f} {m[0]:8.5f} {m[1]:9.5f} {(n*g)@m:9.5f}")
print(f"rho = {rho:.3f}; a = {a:.2f} K; b = {b:.2f} K")
print(f"G'(0) = {cw(S[1])*b-rho*cw(S[0])*a:.2f} K; G(inf) = {S[1]-rho*S[0]:.3f}")
y0 = rM[0][1]
print(f"root y = {y0:.6e} 1/K; a y = {a*y0:.5f}; b y = {b*y0:.5f}")
print(f"at T_comp: mA = {brill(S[0],a*y0):.5f}; |mB| = {brill(S[1],b*y0):.5f}")
print(f"T_comp = {Tcomp:.3f} K = {Tcomp*pc.k/pc.e*1e3:.3f} meV (direct {dM[0]:.3f} K); /Tc = {Tcomp/Tc:.4f}")
print(f"angular momentum: rho = {n[0]/n[1]:.3f}; T = {rL[0][0]:.3f} K (direct {dL[0]:.3f} K)")
print(f"critical J2 = {J2c:.3f} K: Tc = {Tcc:.3f} K, theta_p = {thc:.3f} K")
print(f"  chi at Tc = {Cm/(Tcc-thc):.5f} emu/mol")
print(f"J2=-30 K: Tc = {T30:.3f} K, T_comp = {r30[0][0]:.3f} K")
print(f"J2=-35 K: Tc = {T35:.3f} K, compensation points = {len(comp_roots(J35, rho)[0])}")
print(f"J1=-100 K: 2x2 {Taf2:.3f} K, 3x3 {T3:.3f} K, cluster {Taf:.3f} K")
print("PASS")
```

Printed output:

```
A: n=2 S=1.0 g=2.2;  B: n=1 S=3.5 g=2.0
bonds J1=100.0 K J2=-12.0 K J3=0.0 K
J_AA=600.0 J_AB=-48.0 J_BA=-96.0 J_BB=0.0 K
cA=0.66667 cB=5.25000 kapA=0.11111 kapB=5.68750
M_AA=400.000 M_AB=-126.996 M_BB=0.000 K
lambda+ = Tc = 436.913 K = 37.650 meV; lambda- = -36.913 K
Tc from nonlinear branch = 436.913 K; cluster (96 sites) = 436.913 K
largest eigenvalue of bare J = 607.584 K
random models: worst relative Tc error (Hessian) = 2.3e-06
e+ = (0.96026, -0.27911); mB/mA at Tc = -1.15355
vA=2.54034 vB=4.58258 CA=6.45333 CB=21.00000 C=27.45333 (muB^2/kB)
v.e+ = 1.16032; w+ = 0.04904; w- = 0.95096
N_A muB^2/kB = 0.37515 emu K/mol
C = 10.2991 emu K/mol = 1.2942e-04 m^3 K/mol
theta_p = -13.677 K; theta' = 413.677 K; s = -102.325 K; s^2 = 10470.3 K^2
1/chi0 = 1.3279 mol/emu; sigma = 1016.63 K mol/emu
T(K)  1/chi numeric, hyperbola, asymptote (mol/emu), tangent intercept (K)
   450   17.0330   17.0330   45.0212    430.37
   500   38.0991   38.0991   49.8760    336.85
   600   54.1294   54.1294   59.5857    171.69
   800   76.3733   76.3733   79.0049     64.99
  1000   96.6902   96.6902   98.4241     33.61
T=0 moments: A 4.40, B 7.00, net -2.60 muB/cell
quartic sum = 0.10753; mu = 3.5384 sqrt((Tc-T)/T) muB/cell near Tc
T(K)  mA  mB  net moment (muB/cell)
    50  1.00000  -3.32821  -2.25642
   100  0.99938  -2.88265  -1.36804
   150  0.99118  -2.42142  -0.48163
   200  0.96469  -2.00385   0.23694
   250  0.91259  -1.63332   0.74874
   300  0.82730  -1.29448   1.05117
   350  0.69482  -0.96323   1.13074
   400  0.47529  -0.59059   0.91011
   430  0.21137  -0.24716   0.43574
rho = 2.200; a = 705.60 K; b = 96.00 K
G'(0) = -530.88 K; G(inf) = 1.300
root y = 5.370858e-03 1/K; a y = 3.78968; b y = 0.51560
at T_comp: mA = 0.97691; |mB| = 2.14920
T_comp = 181.891 K = 15.674 meV (direct 181.891 K); /Tc = 0.4163
angular momentum: rho = 2.000; T = 212.261 K (direct 212.261 K)
critical J2 = -30.247 K: Tc = 577.452 K, theta_p = -177.452 K
  chi at Tc = 0.01364 emu/mol
J2=-30 K: Tc = 575.233 K, T_comp = 569.427 K
J2=-35 K: Tc = 620.951 K, compensation points = 0
J1=-100 K: 2x2 36.913 K, 3x3 400.000 K, cluster 400.000 K
PASS
```
